# Bare Phonon Frequency and Zero-Point Shift from the Raman Line

## Problem

The Raman line of a crystal of one element is written \(\omega(T)=\omega_0+\Delta(T)\). Here \(\omega_0\) is the bare frequency: the harmonic frequency at the minimum of the static potential. All atoms have mass \(M\), and anharmonicity is weak. The nuclei move on one potential that does not depend on temperature; shifts from thermally excited electrons or non-adiabatic coupling, which matter in metals, semimetals and heavily doped crystals, are left out. Hartree atomic units are used, with \(\hbar=k_B=m_e=1\), so that \(T\) is an energy.

1. Find the form of \(\Delta(T)\) to lowest anharmonic order. What does the high-temperature straight line give when it is continued to \(T=0\)?
2. How does the zero-point shift \(\Delta(0)\) depend on \(M\) at fixed potential?
3. Estimate \(\omega_0\) and \(\Delta(0)\) from these lines, computed for a model crystal:

| \(T\) (hartree) | line (hartree) |
|---|---|
| 0 | 0.00498750 |
| 0.00498750 | 0.00497285 |
| 0.00748125 | 0.00496086 |
| 0.00997500 | 0.00494845 |

4. The model has one optical coordinate \(u\) in the potential \(D(1-e^{-\alpha u})^2\), with \(D=1\) hartree, \(\alpha=0.5\) bohr\(^{-1}\), \(M=20000\,m_e\). Predict \(\omega_0\) and \(\Delta(0)\) and judge your estimates.

## Hints

- Take cubic terms to second order and quartic terms to first order. Use \(N_j=n_j+\tfrac12\) instead of \(n_j\), and ask what happens to the energy under \(N_j\to-N_j\).
- Expand the thermal mean of \(N_j\) at high temperature and look for a constant term.
- For the mass, count powers of \(M\) in each matrix element and denominator.
- A chord through two hot points is not yet the asymptote. Find what a \(1/T\) term does to its intercept.

## Solution

### 1. The temperature law

In normal coordinates \(u_j\), with the dimension of length,

\[
H=\sum_j\left(\frac{p_j^2}{2M}+\frac{k_ju_j^2}{2}\right)+V_3+V_4,\qquad \omega_j=\sqrt{k_j/M},
\]

where \(V_3\) and \(V_4\) are cubic and quartic polynomials. Write \(u_j=b_j/\sqrt{2M\omega_j}\) with \(b_j=a_j+a_j^\dagger\). If \(V_3\) changes the quantum numbers by \(s=(s_0,s_1,\dots)\), the unperturbed energy rises by \(s\cdot\omega\), so

\[
E_2(N)=-\sum_s\frac{W_s(N)}{s\cdot\omega},\qquad W_s=|\langle n+s|V_3|n\rangle|^2 .
\]

The matrix elements needed for one mode are

\[
\begin{aligned}
\langle n\pm1|b|n\rangle&=\sqrt{N\pm\tfrac12}, \qquad \langle n|b^2|n\rangle=2N,\\
\langle n\pm2|b^2|n\rangle&=\sqrt{(N\pm\tfrac12)(N\pm\tfrac32)},\\
\langle n\pm1|b^3|n\rangle&=3(N\pm\tfrac12)\sqrt{N\pm\tfrac12},\\
\langle n\pm3|b^3|n\rangle&=\sqrt{(N\pm\tfrac12)(N\pm\tfrac32)(N\pm\tfrac52)} .
\end{aligned}
\]

Each is a root, fixed by \(s_j\), times a polynomial. Replace \(N\) by \(-N\):

- The squared root for \(s_j\) becomes \((-1)^{s_j}\) times that for \(-s_j\).
- The polynomial factor for the power \(b^p\) becomes that for \(-s_j\), times \((-1)^{(p-|s_j|)/2}\).

The powers \(p\) in every term of \(V_3\) add up to 3. All terms that lead to the same \(s\) therefore acquire the same polynomial sign, which disappears on squaring. The roots leave \((-1)^{\sum_j s_j}=-1\), because a cubic term changes the total quantum number by an odd amount. Hence \(W_s(-N)=-W_{-s}(N)\), and

\[
E_2(-N)=\sum_s\frac{W_{-s}(N)}{s\cdot\omega}
=-\sum_{s}\frac{W_{s}(N)}{s\cdot\omega}=E_2(N),
\]

where the second step renames \(s\) as \(-s\).

Since \(W_s\) has degree at most three in \(N\), the even function \(E_2\) has degree at most two and no linear part. The first-order quartic term has the same form, since \(\langle b_i^2b_j^2\rangle=4N_iN_j\) for \(i\ne j\) and \(\langle b^4\rangle=6N^2+\tfrac32\). Therefore

\[
E=\text{const}+\sum_j\omega_jN_j+\sum_{i\le j}x_{ij}N_iN_j .
\]

Let mode 0 be the Raman mode. The transition \(n_0\to n_0+1\) is shifted by

\[
x_{00}[(N_0+1)^2-N_0^2]+\sum_{j\ne0}x_{0j}N_j=2x_{00}(n_0+1)+\sum_{j\ne0}x_{0j}N_j .
\]

The line centre is the average over \(n_0\), with the strength \(n_0+1\) and the population difference \(p_n-p_{n+1}\propto r^n\), \(r=e^{-\omega_0/T}\), as weights. From \(\sum_n r^n=1/(1-r)\), one differentiation gives \(\sum_n(n+1)r^n=(1-r)^{-2}\). Multiplying this by \(r\) and differentiating again gives \(\sum_n(n+1)^2r^n=(1+r)/(1-r)^3\). The mean of \(n_0+1\) is thus

\[
\frac{1+r}{1-r}=\coth\frac{\omega_0}{2T}=2\bar N_0,\qquad \bar N_j=\tfrac12\coth\frac{\omega_j}{2T}.
\]

The result is

\[
\Delta(T)=\sum_jC_j\bar N_j,\qquad C_0=4x_{00},\quad C_{j\neq0}=x_{0j}. \tag{1}
\]

In a large crystal, away from resonances, each \(x_{0j}\) is inversely proportional to the number of cells. The sum over \(j\) then stays finite while the self-term \(C_0\) becomes negligible; in a one-coordinate model the self-term is the whole shift. Where the Raman mode can decay into a continuum of mode pairs, single coefficients near resonance do not follow this rule, and the sums are understood as principal values in the limit of a large crystal. An isolated resonance is excluded. If modes are degenerate, their coupling can split the transition, and equation (1) then describes the strength-weighted mean of the lines.

Thermal expansion fits the same law. Let the strain \(\varepsilon\) cost \(\tfrac12K\varepsilon^2\) and change \(\omega_j\) to \(\omega_j(1-\gamma_j\varepsilon)\). Since \(\partial F/\partial\omega_j=\bar N_j\) for the harmonic free energy \(F\), its minimum lies at \(K\varepsilon=\sum_j\gamma_j\omega_j\bar N_j\). The extra shift

\[
-\gamma_0\omega_0\varepsilon=-\frac{\gamma_0\omega_0}{K}\sum_j\gamma_j\omega_j\bar N_j
\]

is again linear in \(\bar N_j\) and is absorbed in \(C_j\).

At high temperature \(\coth x=1/x+x/3-x^3/45+\dots\) with \(x=\omega_j/2T\) gives

\[
\bar N_j=\frac{T}{\omega_j}+\frac{\omega_j}{12T}-\frac{\omega_j^3}{720T^3}+\dots
\]

There is no constant term. Hence

\[
\Delta=ST+\frac RT+\dots,\qquad S=\sum_j\frac{C_j}{\omega_j},\quad R=\sum_j\frac{C_j\omega_j}{12}. \tag{2}
\]

The asymptote \(\omega_0+ST\) meets \(T=0\) at the bare frequency, which belongs to the static volume, without zero-point expansion. The real line ends at \(\omega_0+\Delta(0)\), with \(\Delta(0)=\tfrac12\sum_jC_j\), because \(\bar N_j\to\tfrac12\). The cold line minus the intercept is the zero-point shift.

### 2. The mass law

At fixed potential \(\omega_j\propto M^{-1/2}\), so each coordinate contributes \((2M\omega_j)^{-1/2}\propto M^{-1/4}\). A squared cubic element scales as \(M^{-3/2}\), and division by a frequency gives \(M^{-1}\). A quartic element has four coordinates and also gives \(M^{-1}\). The strain term contains \(\omega_0\omega_j\propto M^{-1}\). Every \(C_j\) therefore scales as \(1/M\), and

\[
\Delta(0)\propto\frac1M,\qquad \frac{\Delta(0)}{\omega_0}\propto\frac1{\sqrt M}.
\]

This is a statement about \(T=0\). In the classical regime \(S\propto M^{-1/2}\), so the relative shift \(ST/\omega_0\) does not depend on mass.

### 3. Reading the data

The first and last hot points have \(T_2=2T_1\), so their chord meets \(T=0\) at

\[
2(0.00497285)-0.00494845=0.00499725\ \text{hartree}.
\]

Unrounded data give 0.00499726. The estimated shift is \(0.00498750-0.00499726=-9.8\times10^{-6}\) hartree.

The chord is biased by the term \(R/T\), whose own chord has the intercept

\[
\frac{T_2R/T_1-T_1R/T_2}{T_2-T_1}=R\left(\frac1{T_1}+\frac1{T_2}\right).
\]

For a single mode \(R=C_0\omega_0/12=\omega_0\Delta(0)/6\). The chord then misses the fraction \((\omega_0/6)(1/T_1+1/T_2)\) of the shift. With \(T_1\approx\omega_0\) and \(T_2\approx2\omega_0\) this is \(1.5/6=0.25\).

A better estimate fits \(c_0+c_1T+c_2/T+c_3T^2\), where the last term allows for higher anharmonicity. The three hot lines of the table can fix only the first three coefficients. Solving for these, without the \(T^2\) term, gives \(\Delta(0)\approx-1.35\times10^{-5}\) hartree. To include the fourth term, eleven lines were computed at equally spaced temperatures in the same window. A least-squares fit to them gives \(c_0=0.00499972\) hartree, and hence \(\Delta(0)=-1.222\times10^{-5}\) hartree, or \(-2.68\) cm\(^{-1}\).

### 4. Comparison with the model

With \(y=\alpha u\), the potential is \(D(y^2-y^3+\tfrac7{12}y^4+\dots)\). Thus \(M\omega_0^2=2D\alpha^2\), and

\[
\omega_0=\alpha\sqrt{\frac{2D}{M}}=0.5\sqrt{\frac{2}{20000}}=0.005\ \text{hartree}=1097\ \text{cm}^{-1}.
\]

The quartic term contributes to \(x_{00}\)

\[
\frac{7D\alpha^4}{12}\,\frac{6}{(2M\omega_0)^2}=\frac{7\alpha^2}{16M}.
\]

For the cubic term, \(s=\pm1\) and \(s=\pm3\) give

\[
E_2=-\frac{D^2\alpha^6}{(2M\omega_0)^3\omega_0}\left[\left(27N^2+\tfrac94\right)+\left(3N^2+\tfrac54\right)\right].
\]

The first bracket is \(9(N+\frac12)^3-9(N-\frac12)^3\). The second is one third of the difference of the two triple products. The coefficient of \(N^2\) is

\[
-\frac{30D^2\alpha^6}{8M^3\omega_0^4}=-\frac{15\alpha^2}{16M}.
\]

Adding both, \(x_{00}=-\alpha^2/(2M)\), so

\[
\Delta(0)=\tfrac12(4x_{00})=-\frac{\alpha^2}{M}=-1.25\times10^{-5}\ \text{hartree}=-2.74\ \text{cm}^{-1}.
\]

The fit finds this shift to about 2%. The plain chord finds 78% of it, and the three-term solution from the table overshoots it by about 8%.

The tabulated lines come from diagonalizing the full one-coordinate Hamiltonian on a grid. Transitions between neighbouring levels were averaged with their squared matrix elements of \(u\) and population differences as weights. The data therefore contain higher orders than equation (1). These orders depend on the weights. A Stokes line weighted by \(p_n\) alone obeys the same equation (1), since \(p_n\propto r^n\) as well, but its hottest value is 0.00494825 hartree and its chord finds 79% of the shift. The chord misses 0.22 of the shift instead of the estimated 0.25. For a mass six times larger, with the window scaled to its cold line, it misses 0.235. Part of the difference lies within equation (1). At \(T=\omega_0\) and \(2\omega_0\) the term \(-\omega_0^3/720T^3\) has the chord intercept \(-(2-\tfrac18)/720\). Multiplied by \(C_0=2\Delta(0)\), it lowers the missed fraction by 0.005, to 0.245, for any mass. The computed misses, 0.219 and 0.235, leave remainders of 0.026 and 0.010. Their ratio is close to \(\sqrt6\approx2.4\), the scaling of a higher-order correction of relative size \(T/D\) in a window with \(T\propto\omega_0\propto M^{-1/2}\).

The fit is repeated for larger masses, each time with the window from one to two times the cold line. Its bias of about 2% comes mainly from the omitted terms \(1/T^3,\dots\) of equation (1), so it is nearly the same for every mass and drops out of the slope below:

| mass factor | \(\Delta(0)\) from fit (hartree) |
|---|---|
| 1 | \(-1.222\times10^{-5}\) |
| 2 | \(-6.12\times10^{-6}\) |
| 3 | \(-4.08\times10^{-6}\) |
| 6 | \(-2.04\times10^{-6}\) |

A straight line through the logarithms has slope \(-0.999\), in agreement with \(1/M\). The model also predicts \(S/\omega_0=4x_{00}/\omega_0^2=-1/D\). The fitted relative slopes run from \(-0.9936\) to \(-0.9947\) hartree\(^{-1}\) for all four masses.

The method asks much of the data. If the two hot readings have independent errors \(\sigma\), the intercept \(2\omega(T_1)-\omega(T_2)\) has the error \(\sqrt5\,\sigma\). Here the shift is only 0.25% of \(\omega_0\). Keeping the random error of this chord intercept below a tenth of the shift requires readings good to about 0.01% of \(\omega_0\). The four-term fit removes most of the chord's bias but amplifies noise far more. With eleven independent readings of error \(\sigma\), its intercept has an error of about \(117\,\sigma\), so the same goal requires readings good to about 0.0002% of \(\omega_0\).

## Variation 1: a window that is too cold

**Question.** The same crystal is measured at \(T=0.00099750\) and \(0.00249375\) hartree, with lines at 0.00498733 and 0.00498357 hartree. What does a straight line give, and what does this mean for diamond and germanium?

**Solution.** The temperatures are 0.2 and 0.5 of the cold line energy, so the intercept is

\[
\frac{0.5(0.00498733)-0.2(0.00498357)}{0.3}\approx0.00498984\ \text{hartree}.
\]

This recovers only 19% of the zero-point shift. For \(T\ll\omega_0\), \(\bar N_0\approx\tfrac12+e^{-\omega_0/T}\) is nearly flat, and the chord returns almost the cold line itself.

The Raman energy of diamond corresponds to roughly 1900 K, that of germanium to roughly 430 K. A temperature of 1000 K is thus about 2.3 Raman energies in germanium, slightly above the hot window of part 3, where a chord still needs the \(1/T\) correction. Germanium is then also close to its melting point of about 1210 K. Higher anharmonic terms, which are small in the model, can bend the line there and displace the intercept as well. In diamond 1000 K is only about half the Raman energy, the upper end of the cold window here. In a real crystal the relevant scale is set by the modes that carry the weights \(C_j\), which may lie lower. If all weight sat at \(\omega_0/2\), equation (1) shows that the same cold chord would recover 48% of the shift instead of 19%. A straight-looking stretch of diamond data is not sufficient evidence that the asymptote has been reached.

## Variation 2: two different elements

**Question.** Can the zero-point shifts of germanium and diamond, taken alone, establish the \(1/M\) law?

**Solution.** No, because the potential changes along with the mass. Suppose the two potentials have the same shape, \(V=\mathcal E\,v(u/a)\), with energy scale \(\mathcal E\) and length scale \(a\). Then \(M\omega^2\propto\mathcal E/a^2\), and the cubic and quartic contributions scale as

\[
\frac{(\mathcal E/a^3)^2}{M^3\omega^4}\propto\frac1{Ma^2},\qquad
\frac{\mathcal E/a^4}{M^2\omega^2}\propto\frac1{Ma^2}.
\]

The strain term, with \(K\propto\mathcal E\), behaves alike. The bond energy cancels, but the length does not.

As an example, give the model six times the mass and other bonds, \(D=0.6\) hartree and \(\alpha=0.3\) bohr\(^{-1}\). Mass alone would predict a shift 0.167 times that of the reference crystal. With \(a=1/\alpha\) the prediction is \((0.3/0.5)^2/6=0.060\), and the ratio of the two fitted shifts is 0.060.

Germanium atoms are roughly six times heavier than carbon atoms, and the bonds are roughly 1.6 times longer. Equal shape, which is an assumption here, would give a ratio near \(1/(6\times1.6^2)\approx0.07\). A clean test of \(1/M\) compares isotopically pure samples of one element, where the potential stays fixed.
